# The Treanor minimum in vibrationally excited nitrogen at 600 K

**Question**

I am modelling a nitrogen plasma source for nitride growth. The gas temperature is 600 K, and the populations of the two lowest vibrational levels of N$_2$ correspond to 3000 K. I was told that near-resonant vibrational exchange then gives a population that falls with level number, goes through a minimum near $v=17$, and rises again.

I don't see how. If exchange only passes quanta from one molecule to another, I would expect a Boltzmann distribution at 3000 K, which has no minimum. Where does the gas temperature enter, how does one get the number 17, and should I believe the rise above it?

**Answer**

The gas temperature enters because the exchange is not quite resonant. The vibrational levels of N$_2$ move closer together as $v$ increases, so a quantum leaving one molecule does not quite fit into another. Translation and rotation take up the difference, and they are at 600 K.

**Levels and the exchange process**

Measure the energy of level $v$ from $v=0$ and keep the first anharmonic term:

$$E_v=vE_{10}-\delta\,v(v-1),\qquad E_{10}=\omega_e-2\delta,\qquad \delta=\omega_ex_e .$$

The gap above level $v$ is

$$g_v=E_{v+1}-E_v=E_{10}-\delta\,[(v+1)v-v(v-1)]=E_{10}-2\delta v .$$

Consider single-quantum exchange (V-V exchange),

$$(v+1,\;w)\;\to\;(v,\;w+1),$$

with rate coefficient $K(v,w)$. The first molecule gives up $g_v$ and the second takes $g_w$, so the bath receives

$$\Delta=g_v-g_w=2\delta(w-v).$$

If the receiving molecule is the higher one, $w>v$, energy is released. The reverse process has coefficient $K(w,v)$ and must borrow that energy from the bath.

The rate coefficients depend on the bath temperature $T$, not on the vibrational populations, so their ratio can be found from full equilibrium at $T$. There $N_v\propto e^{-E_v/kT}$ and each process balances its reverse:

$$K(v,w)N_{v+1}N_w=K(w,v)N_vN_{w+1}.$$

Inserting the Boltzmann populations gives

$$\frac{K(v,w)}{K(w,v)}=e^{(E_{v+1}+E_w-E_v-E_{w+1})/kT}=e^{\Delta/kT}.$$

**Which distribution is stationary?**

Now let the populations be arbitrary, and let V-V exchange be the only process that changes them. The net rate of one exchange is

$$J(v,w)=K(v,w)N_{v+1}N_w-K(w,v)N_vN_{w+1},$$

with $J(w,v)=-J(v,w)$. The total net rate of the step $v+1\to v$ is $F_v=\sum_wJ(v,w)$, and

$$\frac{dN_v}{dt}=F_v-F_{v-1},$$

where $F$ vanishes beyond either end of the ladder. Summing over $v$ shows that molecules are conserved. Multiplying by $v$ first and then summing gives $-\sum_vF_v$, which is zero because $J$ is antisymmetric. Quanta are therefore conserved too.

Define

$$a_v=\ln\frac{N_{v+1}}{N_v}+\frac{g_v}{kT}.$$

The ratio of the two terms in $J$ is $e^{\Delta/kT}(N_{v+1}/N_v)(N_w/N_{w+1})=e^{a_v-a_w}$, so

$$J(v,w)=K(w,v)N_vN_{w+1}\left(e^{a_v-a_w}-1\right).$$

Thus $J$ has the sign of $a_v-a_w$. To see that every $a_v$ must become equal, take the function

$$\Phi=\sum_vN_v\left(\ln N_v+\frac{E_v}{kT}\right).$$

Differentiating $N_v\ln N_v$ also gives a term $\sum_v dN_v/dt$, which vanishes. Collecting the two places where each $F_v$ appears,

$$\frac{d\Phi}{dt}=\sum_vF_v\left[\ln N_v+\frac{E_v}{kT}-\ln N_{v+1}-\frac{E_{v+1}}{kT}\right]=-\sum_vF_va_v .$$

Write $F_v$ as the sum over $w$, swap the names $v$ and $w$ in half of the double sum, and use the antisymmetry:

$$\frac{d\Phi}{dt}=-\frac12\sum_{v,w}J(v,w)(a_v-a_w)\le 0 .$$

No term in the double sum is negative. In a stationary state each must vanish, so all $a_v$ equal one constant $\alpha$. Then

$$\frac{N_{v+1}}{N_v}=e^{\alpha}e^{-g_v/kT}\quad\Rightarrow\quad N_v=N_0\,e^{\alpha v}e^{-E_v/kT}.$$

The constant $\alpha$ exists because quanta are conserved. It is fixed by the first-level vibrational temperature $T_1$, defined by $N_1/N_0=e^{-E_{10}/kT_1}$. Setting $v=1$ gives $\alpha=E_{10}/kT-E_{10}/kT_1$. Put this back; the terms $\pm vE_{10}/kT$ cancel and leave the Treanor distribution,

$$\ln\frac{N_v}{N_0}=-\frac{vE_{10}}{kT_1}+\frac{\delta\,v(v-1)}{kT}.$$

Your two temperatures sit in different terms. The quanta are distributed according to $T_1$, while the anharmonic energy mismatch is weighted with $T$.

**Why there is a minimum**

The ratio of neighbouring populations is

$$\frac{N_{v+1}}{N_v}=e^{-E_{10}/kT_1}\,e^{2\delta v/kT}.$$

This is the balance of $(1,v)\leftrightarrow(0,v+1)$. The first factor is $N_1/N_0$: molecules able to donate a quantum are scarcer than molecules able to accept one. The second factor favours the upward step, which releases $2\delta v$, over the downward step, which needs that energy. The first factor does not depend on $v$, while the second grows. The population stops falling when they compensate:

$$2\delta v=E_{10}\,\frac{T}{T_1}.$$

To get the position and depth together, complete the square. The coefficient of $-v$ in the logarithm is $E_{10}/kT_1+\delta/kT$, which equals $2v^*\delta/kT$ if

$$v^*=\frac12+\frac{T}{T_1}\,\frac{E_{10}}{2\delta}.$$

Therefore

$$\ln\frac{N_v}{N_0}=\frac{\delta}{kT}\left[(v-v^*)^2-v^{*2}\right].$$

This is an upward parabola, and the lowest integer level is the one nearest to $v^*$.

Two limits show what is essential. For a harmonic ladder, $\delta=0$, the ratio $N_{v+1}/N_v$ is the same at every level and there is no minimum; that is the Boltzmann distribution you expected. For $T_1=T$ the law becomes $N_v=N_0e^{-E_v/kT}$, the ordinary equilibrium. The formula then puts $v^*$ at the top of the quadratic energy curve, near $v=82$ for the constants below, where the molecule has no bound levels left. The minimum has a meaning only if $v^*$ lies inside the real ladder. If the ladder ends near $v=45$, this requires $T/T_1<44.5/81.5\approx0.55$, or $T_1$ above about 1100 K at your gas temperature.

**Numbers for nitrogen**

Take the rough constants $\omega_e=2360$ cm$^{-1}$ and $\omega_ex_e=14.3$ cm$^{-1}$. Then $E_{10}=2360-28.6=2331.4$ cm$^{-1}$ (0.289 eV), and at 600 K $kT=417.0$ cm$^{-1}$. Hence

$$v^*=0.5+\frac{600}{3000}\times\frac{2331.4}{28.6}=0.5+16.3=16.8 .$$

The nearest integer is 17. The neighbouring levels confirm it: $N_v/N_0$ is $6.38\times10^{-5}$, $6.25\times10^{-5}$ and $6.55\times10^{-5}$ for $v=16$, 17 and 18. The minimum is flat, with differences of 2 % and 5 %.

The depth follows from the square: $-0.0343\times16.8^2\approx-9.68$, so $N_{17}/N_0\approx6.2\times10^{-5}$. A Boltzmann distribution at 3000 K over the same levels would give $3.6\times10^{-8}$, about 1700 times less. Even at its minimum, the Treanor distribution is strongly overpopulated.

"Near-resonant" needs some care here. At the turning point the mismatch with the lowest pair of levels is $E_{10}T/T_1$, a fifth of a quantum, or 466 cm$^{-1}$. That is small compared with a whole quantum, but what counts is its ratio to $kT$. Here this ratio is 1.12, equal to $E_{10}/kT_1$, so the two exponential factors cancel and the slope reverses.

**A check of the kinetics**

The stationary law was tested by integrating the rate equations for levels 0 to 24, with

$$K(v,w)\propto(v+1)(w+1)\,e^{-|\Delta|/(100\ \mathrm{cm}^{-1})+\Delta/2kT}.$$

The start was a non-Boltzmann distribution with 0.574 quanta per molecule, the value belonging to $T_1=3000$ K on this ladder. Its logarithm differed from the Treanor law by up to 25. At the end the largest difference was $10^{-6}$, the lowest level was 17, and a parabola through the three lowest points had its vertex at 16.80. With $\delta=0$ and the same start, the logarithm fell by 1.009 at every step, with no minimum.

**How firm is the number 17?**

An error of 1 cm$^{-1}$ in the anharmonicity matters far more than the same error in $\omega_e$. Since $v^*=\tfrac12+(T/T_1)(\omega_e/2\delta-1)$,

$$\frac{\partial v^*}{\partial\delta}=-\frac{T}{T_1}\frac{\omega_e}{2\delta^2}\approx-1.2\ \text{levels per cm}^{-1}.$$

As a separate check, a potential curve of N$_2$ computed with CCSD(T)/cc-pVDZ, with the 1s electrons uncorrelated, gives $E_{10}=2310$ cm$^{-1}$ and $\omega_ex_e=14.5$ cm$^{-1}$ from its three lowest vibrational levels. These move the minimum to $v^*=16.4$, whose nearest integer is 16. These constants are not converged in the basis: with cc-pVTZ they become about $E_{10}=2318$ cm$^{-1}$ and $\omega_ex_e=14.0$ cm$^{-1}$, which gives $v^*=17.1$, a shift of about 0.7 level. The calculation therefore supports "near 17" and does not settle the last unit.

Two smaller terms were left out of the level energies:

- A cubic term $-0.002\,(v+\tfrac12)^3$ cm$^{-1}$, a rough value, shifts $v^*$ by $-0.06$ when $E_{10}$ is held fixed.
- The rotational constant falls with $v$, roughly as $B_v=2.0-0.017v$ cm$^{-1}$. Higher levels then have more thermally accessible rotational states, which multiplies $N_v$ by a factor proportional to $1/B_v$. If $T_1$ is defined from the rotationless states, $v^*$ shifts by $-0.14$. If it is defined from the total populations of $v=0$ and 1, refitting $\alpha$ cancels most of this and leaves about $-0.02$.

The temperatures matter at least as much. Since $v^*-\tfrac12$ is proportional to $T/T_1$, a 5 % error in either temperature moves the minimum by about 0.8 level.

**Should you believe the rise?**

Not as the formula gives it. At $v=35$ the Treanor law predicts 5.3 times as many molecules as in the ground level, and at $v=40$ more than 6000 times as many. Two processes left out so far prevent this: V-T relaxation, in which a quantum is lost to translation, and dissociation at the top of the ladder. They break the condition that every $a_v$ is equal.

To size them, I used levels 0 to 45 with $N_0$ and $N_1$ held fixed, as if the discharge maintained them. The rough rate coefficients were $3\times10^{-14}$ cm$^3$/s for the exchange $(1,0)\to(0,1)$ and $2\times10^{-20}$ cm$^3$/s for V-T loss from $v=1$. V-T loss from level $v$ was scaled as $v\,e^{0.2(v-1)}$, and molecules were removed from the top level. The stationary populations $N_v/N_0$ are:

| $v$ | with losses | Treanor |
|---|---|---|
| 10 | $3.04\times10^{-4}$ | $3.05\times10^{-4}$ |
| 17 | $5.5\times10^{-5}$ | $6.2\times10^{-5}$ |
| 25 | $7.2\times10^{-5}$ | $6.2\times10^{-4}$ |
| 35 | $5.6\times10^{-5}$ | $5.3$ |
| 40 | $2.6\times10^{-5}$ | $6.4\times10^3$ |

Up to $v=10$ the Treanor law holds within 1 %, and at $v=17$ it is too high by 13 %. A minimum survives in this model, but at $v=18$, and the rise beyond it is slight: level 25 has 1.3 times the population of level 17. With these rates the distribution is better described as a steep fall that ends near 17 or 18, followed by a long, nearly flat plateau.

The plateau depends on the rough rate data. If the V-T exponent is 0.34 instead of 0.2, the population collapses above about $v=25$. If the V-V rate decays over 70 cm$^{-1}$ of energy mismatch instead of 100 cm$^{-1}$, the population falls at every level and there is no minimum at all. With 150 cm$^{-1}$, level 17 has only 68 % of its Treanor population. With 150 cm$^{-1}$ and the exponent 0.34 together, the rise is larger: level 28 holds nearly three times the population of level 17 before the collapse sets in. The steep fall up to about $v=10$ is much less sensitive to these choices.

V-T loss at level 17 itself is not large enough to explain the deficit there. Its coefficient is $17\times2\times10^{-20}\times e^{3.2}\approx8\times10^{-18}$ cm$^3$/s. Passing a quantum from level 17 to a ground-state molecule has $17\times3\times10^{-14}\times e^{-4.58-0.55}\approx3\times10^{-15}$ cm$^3$/s. In this model the deficit comes from the losses higher up. Switching V-T loss off for all levels up to 17 leaves level 17 at 88 % of its Treanor value. Switching it off everywhere, so that only the removal at the top remains, lowers it to 82 %.

Faster V-T loss changes the picture. With $N_0$, $N_1$ and all other rates unchanged, a hundredfold V-T rate lowers $N_{17}$ to 76 % of the Treanor value, or to 22 % if the V-T exponent is 0.34 instead of 0.2. A ten-thousandfold rate lowers it to $5\times10^{-5}$ of that value, and the Treanor law is then useless at this level.

**What this means for your source**

At 5 Torr and 600 K the gas density is $8\times10^{16}$ cm$^{-3}$, and the characteristic time of the lowest V-V exchange is 0.4 ms. High levels take longer. With about 22 % of the molecules in $v=1$, the step $16\to17$ by exchange with them has a coefficient of $17\times3\times10^{-14}\times e^{-4.58+0.55}\approx9\times10^{-15}$ cm$^3$/s and takes about 6 ms. Exchange with partners in $v\ge2$ speeds up this step, but many steps must be climbed to reach level 17. In the model with losses, with $N_0$ and $N_1$ held fixed and the higher levels initially empty, level 17 reaches half its stationary population after about 23 ms and 90 % after about 0.3 s. The first of these times depends on how fast the V-V rate decays with energy mismatch: it is about 9 ms for a decay over 150 cm$^{-1}$ and 66 ms for 70 cm$^{-1}$. In this model the gas must therefore stay in the excited region for roughly 10 to 70 ms even to come within a factor of two of the stationary value. The model lets the discharge act only on $v=0$ and 1. In a real plasma electrons also excite and de-excite higher levels directly, which can change both these times and the populations of the lower levels.

A pressure of a few Torr suits a remote plasma for vapour deposition. Sources for molecular-beam epitaxy work at much lower pressure, where wall collisions compete with exchange and the pure V-V assumption is doubtful.

At a few Torr, the assumption of slow V-T loss also needs checking, because a nitrogen discharge also contains atoms, which can remove vibrational quanta more efficiently than molecules do. The ten-thousandfold case corresponds, for example, to 1 % of atoms with a coefficient of $2\times10^{-14}$ cm$^3$/s at $v=1$, if the loss grows with $v$ in the same way. Check your atom fraction and its rate coefficients before using the Treanor value at $v=17$. If the atomic loss is weak and the residence time long enough, the V-V ranges and V-T exponents tried above give roughly 4 to 6 $\times10^{-5}$ of the ground-level population, in molecules carrying 4.4 eV of vibrational energy each.

The numerical output below lists the populations at further levels.

## Computed values

```
gas temperature T = 600 K, first-level T1 = 3000 K
rough input we = 2360 cm^-1, wexe = 14.3 cm^-1
E10 = 2331.4 cm^-1 = 0.2891 eV
kT = 417.02 cm^-1, kT1 = 2085.10 cm^-1
E10/kT1 = 1.1181, delta/kT = 0.03429
step ratio passes 1 at v = 16.303
formula minimum v* = 16.803
Treanor N16/N0 = 6.3776e-05
Treanor N17/N0 = 6.2462e-05
Treanor N18/N0 = 6.5518e-05
Boltzmann N17/N0 at T1 = 3.590e-08
Boltzmann N17/N0 at T = 5.960e-38
closed ladder: levels 0 to 24, mean quanta 0.5742
closed ladder: start, largest log deviation 24.88
closed ladder: final, largest log deviation 9.9e-07
closed ladder: final T1 = 3000.00 K
closed ladder: lowest level 17, vertex 16.803
closed ladder: Phi from 2.1666 to 2.1509
harmonic ladder: log step -1.0086 at every level
CCSD(T)/cc-pVDZ E10 = 2309.9 cm^-1
CCSD(T)/cc-pVDZ wexe = 14.52 cm^-1
v* with the computed constants = 16.41
rough cubic constant -0.002 cm^-1 shifts v* by -0.062
rough B = 2.0 cm^-1, alpha = 0.017 cm^-1
rotational constant change shifts v* by -0.144
rough k_VV = 3e-14 cm^3/s, k_VT = 2e-20 cm^3/s
V-T growth 0.2 per level, V-V range 100 cm^-1
pressure 5 Torr, gas density 8.05e+16 cm^-3
V-V time 1/(density*k_VV) = 0.414 ms
open ladder: top level 45, removal rate 1 (V-V units)
v=5: open N/N0 7.407e-03, Treanor 7.411e-03
v=10: open N/N0 3.038e-04, Treanor 3.050e-04
v=14: open N/N0 7.926e-05, Treanor 8.167e-05
v=17: open N/N0 5.511e-05, Treanor 6.246e-05
v=20: open N/N0 5.683e-05, Treanor 8.855e-05
v=25: open N/N0 7.181e-05, Treanor 6.245e-04
v=30: open N/N0 7.078e-05, Treanor 2.446e-02
v=35: open N/N0 5.640e-05, Treanor 5.322e+00
v=40: open N/N0 2.573e-05, Treanor 6.431e+03
open ladder: population first rises above level 18
V-T rate x 1: open/Treanor at v=17 = 8.823e-01
V-T rate x 100: open/Treanor at v=17 = 7.569e-01
V-T rate x 10000: open/Treanor at v=17 = 5.319e-05
```
